# Vacuum polarization inside the Schwinger diagram

## Problem

Units are $\hbar=c=1$ with $e^2=4\pi\alpha$, the metric is $(+,-,-,-)$, and $\alpha$ is the on-shell coupling, defined at zero photon momentum. The electron vertex between on-shell spinors $u(p)$ and $\bar u'=\bar u(p')$, with $q=p'-p$ and $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$, is

$$\bar u'\,\Gamma^\mu u=\bar u'\Big[\gamma^\mu F_1(q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2)\Big]u ,$$

with $F_1(0)=1$, and the anomaly is $a=(g-2)/2=F_2(0)$. One closed loop of a lepton of the same mass $m$ is inserted in the internal photon line of the one-loop vertex diagram.

(a) Find the renormalized one-loop polarization and write the corrected photon line as a superposition of massive photon propagators.

(b) Find $F_2(0)$ of the one-loop vertex diagram for a photon of mass squared $s$.

(c) Writing the contribution of the insertion as $a_{\rm vp}=C(\alpha/\pi)^2$, find $C$ in closed form.

(d) Bound $C$, discuss a loop of another mass $M$, and evaluate $a_{\rm vp}$ for the electron.

## Solution

The Feynman rules are: vertex $-ie\gamma^\mu$, lepton line $i(\not p+m)/(p^2-m^2+i0)$, photon line $-ig_{\mu\nu}/(k^2+i0)$, and a factor $-1$ for a closed lepton loop.

### (a) The polarization

The loop carries the prefactor $(-1)(-ie)^2i^2=-e^2$, so in $d$ dimensions

$$i\Pi^{\mu\nu}(k)=-e^2\!\int\!\frac{d^d\ell}{(2\pi)^d}\frac{\mathrm{tr}[\gamma^\mu(\not\ell+m)\gamma^\nu(\not\ell+\not k+m)]}{(\ell^2-m^2)((\ell+k)^2-m^2)} .$$

With $1/AB=\int_0^1dy\,[(1-y)A+yB]^{-2}$ the denominator is $\ell^2+2y\,\ell\cdot k+yk^2-m^2=l^2-\Delta$, where $l=\ell+yk$ and $\Delta=m^2-y(1-y)k^2$. With $\mathrm{tr}\,1=4$, the trace for $\ell_1=l-yk$ and $\ell_2=l+(1-y)k$ is $4[\ell_1^\mu\ell_2^\nu+\ell_1^\nu\ell_2^\mu-g^{\mu\nu}(\ell_1\cdot\ell_2-m^2)]$. Terms odd in $l$ integrate to zero, and the even part is

$$4\big[2l^\mu l^\nu-g^{\mu\nu}l^2-2y(1-y)k^\mu k^\nu+g^{\mu\nu}\big(m^2+y(1-y)k^2\big)\big].$$

Lorentz symmetry of the integral allows $l^\mu l^\nu\to g^{\mu\nu}l^2/d$. For spacelike $k$, $\Delta>0$ and the Wick rotation $l^0=il_4$ gives $d^dl=i\,d^dl_E$, $l^2=-l_E^2$, so the first two terms become $(1-2/d)g^{\mu\nu}l_E^2$. Define $I_0=\int\frac{d^dl_E}{(2\pi)^d}(l_E^2+\Delta)^{-2}$ and $I_1$ as the same integral with an extra $l_E^2$. The integral of the divergence $\partial_j[l_j/(l_E^2+\Delta)]$ vanishes for $d<2$, where the surface term dies, and elsewhere by continuation in $d$. Since that divergence equals $[d(l_E^2+\Delta)-2l_E^2]/(l_E^2+\Delta)^2$,

$$(1-2/d)\,I_1=-\Delta I_0 .$$

The coefficient of $g^{\mu\nu}I_0$ is then $-\Delta+m^2+y(1-y)k^2=2y(1-y)k^2$, which matches the $k^\mu k^\nu$ term. The tensor is transverse:

$$i\Pi^{\mu\nu}=i(k^2g^{\mu\nu}-k^\mu k^\nu)\Pi(k^2),\qquad \Pi=-8e^2\!\int_0^1\!dy\,y(1-y)\,I_0(\Delta).$$

On-shell charge renormalization adds a counterterm that removes $\Pi(0)$, leaving $\hat\Pi(k^2)=\Pi(k^2)-\Pi(0)$, which is finite at $d=4$. There $d^4l_E/(2\pi)^4=l_E^3dl_E/8\pi^2=w\,dw/16\pi^2$ with $w=l_E^2$, and $\int_0^{W}w\,dw/(w+\Delta)^2\to\ln(W/\Delta)-1$ for large $W$, so $I_0(\Delta)-I_0(m^2)=-\ln(\Delta/m^2)/16\pi^2$. With $8e^2/16\pi^2=2\alpha/\pi$,

$$\hat\Pi(k^2)=\frac{2\alpha}{\pi}\int_0^1dy\,y(1-y)\ln\!\Big[1-y(1-y)\frac{k^2}{m^2}\Big].\tag{1}$$

Other values of $k^2$ follow by continuation with $k^2\to k^2+i0$. For $k^2=-Q^2<0$ the function is positive, and $\int_0^1y^2(1-y)^2dy=1/30$ gives $\hat\Pi\approx(\alpha/\pi)Q^2/15m^2$ for $Q\ll m$.

One insertion between two photon lines gives

$$\frac{-i}{k^2}\,i\Pi^{\nu\rho}\,\frac{-i}{k^2}\;\to\;-i\Big(g^{\nu\rho}-\frac{k^\nu k^\rho}{k^2}\Big)\frac{\hat\Pi(k^2)}{k^2}.$$

A gauge term $\propto k^\nu k^\sigma$ in either photon line is annihilated by the transverse tensor, so this expression holds in every covariant gauge. Compared with $-ig/k^2$, it replaces $\alpha$ by $\alpha(1+\hat\Pi)$: a spacelike photon penetrates the screening pairs and sees a larger charge.

The $k^\nu k^\rho$ term does not feed $F_2$. Let $D=(p-k)^2-m^2=k^2-2p\cdot k$ and $D'=k^2-2p'\cdot k$. Because $\not pu=mu$, one has $\not ku=[m-(\not p-\not k)]u$, hence $(\not p-\not k+m)\not ku=[m^2-(p-k)^2]u=-Du$. In the same way $\bar u'\not k(\not p'-\not k+m)=-D'\bar u'$. The numerator becomes $DD'\,\bar u'\gamma^\mu u$, which cancels both electron denominators and multiplies $\gamma^\mu$ only. The companion diagrams also leave $F_2(0)$ alone: the dressed photon in an external-leg self-energy gives a wave-function constant times $\gamma^\mu$, and a loop on the external photon multiplies the one-loop vertex by $\hat\Pi(q^2)$, which vanishes at $q^2=0$.

The spectral form comes from an elementary integral. For $s_0>0$,

$$\int_{s_0}^\infty ds\Big[\frac1{s-k^2}-\frac1s\Big]=-\ln\Big(1-\frac{k^2}{s_0}\Big)\quad\Rightarrow\quad \frac1{k^2}\ln\Big(1-\frac{k^2}{s_0}\Big)=\int_{s_0}^\infty\frac{ds}{s}\frac1{k^2-s}.$$

Insert this in (1) with $s_0=m^2/y(1-y)\ge4m^2$ and exchange the integrals. At fixed $s$ the condition $s_0<s$ means $y=(1+\eta)/2$ with $|\eta|<\beta$, $\beta^2=1-4m^2/s$. Then $y(1-y)\,dy=(1-\eta^2)\,d\eta/8$ integrates to $\beta(3-\beta^2)/12$, and $3-\beta^2=2(1+2m^2/s)$, so

$$\frac{\hat\Pi(k^2)}{k^2}=\int_{4m^2}^\infty\frac{ds}{s}\frac{\rho(s)}{k^2-s},\qquad\rho(s)=\frac{\alpha}{3\pi}\,\beta\Big(1+\frac{2m^2}{s}\Big).\tag{2}$$

From $\mathrm{Im}\,(k^2-s+i0)^{-1}=-\pi\delta(k^2-s)$ it follows that $\rho=-\mathrm{Im}\,\hat\Pi(s+i0)/\pi$. This weight measures pair production: a vector particle of mass $\sqrt s$ with coupling $e$ has the denominator $k^2-s-k^2\hat\Pi$, and matching to $k^2-s+i\sqrt s\,\Gamma$ gives $\rho=\Gamma/\pi\sqrt s$. The numerical check computes $\Gamma$ from explicit Dirac matrices and finds agreement with (2), for instance $\rho=0.29463\,\alpha/\pi$ at $s=8m^2$.

### (b) The vertex with a massive photon

With $-ie$ of the external vertex factored out, the prefactor is $(-i)(-ie)^2i^2=-ie^2$:

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{N^\mu}{(k^2-s)DD'},\qquad N^\mu=\gamma^\nu(\not A+m)\gamma^\mu(\not B+m)\gamma_\nu,$$

with $A=p'-k$, $B=p-k$. Three denominators combine as $2\int da\,db\,[aD'+bD+z(k^2-s)]^{-3}$ over $a,b,z\ge0$, $z=1-a-b$. The bracket is $k^2-2k\cdot(ap'+bp)-zs=l^2-\Delta_v$ with $k=l+ap'+bp$. Using $2p\cdot p'=2m^2-q^2$,

$$\Delta_v=(ap'+bp)^2+zs=(1-z)^2m^2-ab\,q^2+zs .$$

The contractions $\gamma^\nu\not a\not b\not c\gamma_\nu=-2\not c\not b\not a$, $\gamma^\nu\not a\not b\gamma_\nu=4a\cdot b$ and $\gamma^\nu\gamma^\mu\gamma_\nu=-2\gamma^\mu$ give $N^\mu=-2\not B\gamma^\mu\not A+4m(A+B)^\mu-2m^2\gamma^\mu$. The term quadratic in $l$ averages to $l^2\gamma^\alpha\gamma^\mu\gamma_\alpha\propto\gamma^\mu$. It holds the only ultraviolet divergence, so $F_2$ is finite and four-dimensional algebra is enough for it. Linear terms vanish. In the rest, $A=(1-a)p'-bp$ and $B=(1-b)p-ap'$. Let $\simeq$ denote equality between the spinors up to multiples of $\gamma^\mu$. Moving $\not p$ to the right and $\not p'$ to the left with $\not p\gamma^\mu=2p^\mu-\gamma^\mu\not p$,

$$\not p'\gamma^\mu\not p\simeq0,\qquad\not p'\gamma^\mu\not p'\simeq2mp'^\mu,\qquad\not p\gamma^\mu\not p\simeq2mp^\mu,$$

$$\not p\gamma^\mu\not p'=2p^\mu\not p'-\gamma^\mu(2p\cdot p'-\not p'\not p)\simeq2m(p+p')^\mu .$$

In the last line $\gamma^\mu\not p'\not p\,u=m\gamma^\mu\not p'u$ and $\gamma^\mu\not p'\simeq2p'^\mu$. Therefore, with $P=p+p'$,

$$\not B\gamma^\mu\not A\simeq2m\big[(1-a)(1-b)P^\mu-a(1-a)p'^\mu-b(1-b)p^\mu\big].$$

Write $p'=(P+q)/2$, $p=(P-q)/2$. The $q^\mu$ parts are odd under $a\leftrightarrow b$ while $\Delta_v$ is even, so they integrate to zero. With $x=a+b=1-z$, the coefficient of $mP^\mu$ is $2-2x+2ab-x+a^2+b^2=2-3x+x^2=(1-x)(2-x)=z(1+z)$. Likewise $A+B=(1-2a)p'+(1-2b)p\to zP$. Hence

$$N^\mu\simeq mP^\mu[-2z(1+z)+4z]=2mz(1-z)P^\mu .$$

The Gordon identity converts $P^\mu$. From $i\sigma^{\mu\nu}q_\nu=\tfrac12(\not q\gamma^\mu-\gamma^\mu\not q)$, the four terms $\not p'\gamma^\mu-\not p\gamma^\mu-\gamma^\mu\not p'+\gamma^\mu\not p$ give $m\gamma^\mu-(2p^\mu-m\gamma^\mu)-(2p'^\mu-m\gamma^\mu)+m\gamma^\mu$, so $i\sigma^{\mu\nu}q_\nu=2m\gamma^\mu-P^\mu$ between the spinors. The coefficient of $i\sigma^{\mu\nu}q_\nu/2m$ in $N^\mu$ is $-4m^2z(1-z)$.

The loop integral is

$$\int\!\frac{d^4l}{(2\pi)^4}\frac{2}{(l^2-\Delta_v)^3}=\frac{-i}{16\pi^2}\int_0^\infty\!\frac{2w\,dw}{(w+\Delta_v)^3}=\frac{-i}{16\pi^2\Delta_v}.$$

The factors combine to $(-ie^2)(-i/16\pi^2)(-4m^2)=+\alpha m^2/\pi$. At $q^2=0$ the integrand depends on $z$ alone, and the $a$ integral at fixed $z$ gives $1-z=x$:

$$F_2(0)=\frac\alpha\pi K(s),\qquad K(s)=\int_0^1dx\,\frac{x^2(1-x)}{x^2+(1-x)s/m^2}.\tag{3}$$

At $s=0$, $K=\int_0^1(1-x)dx=1/2$, the Schwinger term $\alpha/2\pi$. Dropping $x^2$ in the denominator gives the bound $K<m^2/3s$, and $3sK/m^2\to1$ as $s\to\infty$ by dominated convergence. At threshold $K(4m^2)=0.04518$, well under the bound $1/12$.

### (c) The coefficient

By (2) the inserted line is a sum of lines $-ig/(k^2-s)$ with weight $\rho\,ds/s$, so

$$a_{\rm vp}=\frac\alpha\pi\int_{4m^2}^\infty\frac{ds}{s}\rho(s)K(s).\tag{4}$$

It converges because $\rho\to\alpha/3\pi$ and $K<m^2/3s$. The limit $d\to4$ was taken in $\hat\Pi$ before the outer loop. This is allowed since the loop and its counterterm are combined first into a finite function and the outer $F_2$ integral converges, so no term of order $(4-d)$ meets a pole.

The integrand of (4) is positive, so the $s$ and $x$ integrals may be exchanged. Dividing numerator and denominator in (3) by $(1-x)/m^2$ turns the integrand into $(1-x)\,Q^2/(Q^2+s)$ with $Q^2=m^2x^2/(1-x)$. Equation (2) at $k^2=-Q^2$ reads $\hat\Pi(-Q^2)=\int(ds/s)\rho\,Q^2/(Q^2+s)$, and so

$$a_{\rm vp}=\frac\alpha\pi\int_0^1dx\,(1-x)\,\hat\Pi\Big(-\frac{m^2x^2}{1-x}\Big).\tag{5}$$

This is the Schwinger integral with the running coupling placed under it. With (1),

$$C=2\int_0^1\!dx\,(1-x)\int_0^1\!dy\,y(1-y)\ln\Big[1+\frac{y(1-y)x^2}{1-x}\Big].$$

Since $(1-xy)(1-x+xy)=1-x+x^2y(1-y)$, the argument of the logarithm factorizes:

$$1+\frac{y(1-y)x^2}{1-x}=\frac{(1-xy)\,(1-x(1-y))}{1-x}.$$

The two numerator logarithms contribute equally under $y\leftrightarrow1-y$. For the denominator, $\int_0^1y(1-y)dy=1/6$ and $\int_0^1t\ln t\,dt=-1/4$ give $-\tfrac13\cdot(-\tfrac14)=\tfrac1{12}$. Thus

$$C=4J+\frac1{12},\qquad J=\int_0^1\!dx\!\int_0^1\!dy\,(1-x)\,y(1-y)\ln(1-xy).$$

The series $\ln(1-xy)=-\sum_{n\ge1}(xy)^n/n$ has terms of one sign and may be integrated term by term. With $\int_0^1x^n(1-x)dx=\frac1{(n+1)(n+2)}$ and $\int_0^1y^{n+1}(1-y)dy=\frac1{(n+2)(n+3)}$,

$$J=-S,\qquad S=\sum_{n=1}^\infty\frac1{n(n+1)(n+2)^2(n+3)} .$$

The residues of the summand at its simple poles are $\frac1{1\cdot4\cdot3}=\frac1{12}$ at $n=0$, $\frac1{(-1)(1)(2)}=-\frac12$ at $n=-1$ and $\frac1{(-3)(-2)(1)}=\frac16$ at $n=-3$. At $n=-2$ set $h=1/[n(n+1)(n+3)]$. Then $h(-2)=\frac12$ and $h'/h=-\big(\frac1n+\frac1{n+1}+\frac1{n+3}\big)=\frac12$, so $h'(-2)=\frac14$. The summand equals

$$\frac{1/12}{n}-\frac{1/2}{n+1}+\frac{1/4}{n+2}+\frac{1/6}{n+3}+\frac{1/2}{(n+2)^2}.$$

For the simple terms, $\sum_{n=1}^N\frac1{n+j}=H_N-H_j+O(1/N)$ with harmonic numbers $H_0=0$, $H_1=1$, $H_2=\frac32$, $H_3=\frac{11}6$. The four coefficients add to zero, so $H_N$ cancels and there remains $\frac12-\frac38-\frac{11}{36}=\frac{36-27-22}{72}=-\frac{13}{72}$. The double pole gives $\frac12\big(\frac{\pi^2}6-1-\frac14\big)=\frac{\pi^2}{12}-\frac58$. Since $\frac{13}{72}+\frac{45}{72}=\frac{29}{36}$, $S=\frac{\pi^2}{12}-\frac{29}{36}$, and $C=\frac1{12}-4S=\frac{3}{36}+\frac{116}{36}-\frac{\pi^2}3$:

$$a_{\rm vp}=\Big(\frac{119}{36}-\frac{\pi^2}{3}\Big)\Big(\frac\alpha\pi\Big)^2,\qquad C=3.3055556-3.2898681\approx0.0157 .$$

The number $0.0157$ is the coefficient; the contribution to $a$ carries $(\alpha/\pi)^2$ as well. It is one gauge-independent part of the order-$\alpha^2$ anomaly, and the two-photon diagrams without a lepton loop are not included. The value is tied to the on-shell $\alpha$: subtracting elsewhere shifts $\hat\Pi$ by a constant $\delta\cdot\alpha/\pi$, and (5) then shifts $C$ by $\delta/2$, compensating the change of $\alpha$ in the Schwinger term.

The program tests this result by numerical integration of (4) and (5), to $10^{-7}$ and $10^{-8}$ relative to the closed form. It also integrates the $F_2$ projection of the vertex directly over $k$, without the parameters $a,b$, along $k^0=c+ik_4$. The electron poles lie at $k^0=E\pm\sqrt{(\mathbf p-\mathbf k)^2+m^2}$, that is below $E-m$ or above $E+m$, and $\hat\Pi/k^2$ has cuts at $|k^0|\ge2m$ and no pole at $k^2=0$, so $c=m$ passes between all singularities for small $q$. Extrapolated to $q=0$, this gives $C=0.015687422$ and is asserted to $10^{-6}$ relative; $K(s)$ is tested in the same way at three values of $s$, with $c=m/2$ for $s=m^2$, where the photon singularities begin at $|k^0|=m$.

### (d) Size, other masses and numbers

For a loop of mass $M$, the argument of the logarithm becomes $1+\xi$ with $\xi=y(1-y)x^2m^2/[(1-x)M^2]$. From $0<\ln(1+\xi)<\xi$,

$$0<C(M)<\frac{m^2}{M^2}\int_0^1\frac{x^2}{15}dx=\frac{m^2}{45M^2}.$$

For $M\gg m$ the bound is the leading behaviour, by dominated convergence applied to $M^2C/m^2$: a heavy loop decouples. For $M\ll m$, $\ln(1+\xi)\approx\ln(m^2/M^2)$ at leading-logarithmic order, so the logarithmic term of $C$ is $2\cdot\frac12\cdot\frac16\ln(m^2/M^2)=\frac13\ln(m/M)$. Keeping all of $\ln\xi$ adds a constant: $\int_0^1y(1-y)\ln[y(1-y)]\,dy=-\frac5{18}$ and $\int_0^1(1-x)[2\ln x-\ln(1-x)]\,dx=-\frac54$ give $-\frac5{18}-\frac5{12}=-\frac{25}{36}$, so $C\approx\frac13\ln(m/M)-\frac{25}{36}$. The constant is not small: at $M=m/100$ the logarithmic term is $1.535$ and the constant lowers it by $0.694$, to $0.841$. Numerical integration of (4) with the loop mass $M$ gives $0.864$ there; the difference comes from terms that vanish as $M/m\to0$. The factorization in (c) is special to $M=m$: the roots in $x$ of $1-x+y(1-y)x^2m^2/M^2$ contain $\sqrt{1-4y(1-y)m^2/M^2}$, which reduces to $|1-2y|$ only at equal masses.

At $M=m$ the bound is $1/45=0.02222$ and $C$ is $0.706$ of it. The integrand of (5), in units $\alpha/\pi$, starts as $x^2/15$ and vanishes like $-\frac13(1-x)\ln(1-x)$ at $x\to1$. It is $0.00413$, $0.01583$, $0.03065$, $0.03155$ at $x=0.25$, $0.5$, $0.75$, $0.9$, with a maximum $0.0333$ at $x=0.844$, where $Q=2.14\,m=1.09$ MeV. At such momenta the linear form $Q^2/15m^2$ overestimates $\hat\Pi$: the true values are $0.0604$ against $1/15$ at $Q^2=m^2$ and $0.360$ against $10/15$ at $Q^2=10m^2$. In the form (4), pair states with $s<16m^2$ supply $63\%$ of $C$.

The series has terms $0.0138889$, $0.0020833$, $0.0005556,\dots$ and sums to $S=0.1974670334-0.1805555556\approx0.01691148$, so $C=0.08333333-4(0.01691148)\approx0.0156874$. With $1/\alpha=137.035999$, $\alpha/\pi=2.322819\times10^{-3}$ and $(\alpha/\pi)^2=5.395490\times10^{-6}$,

$$a_{\rm vp}=0.01568742\times5.395490\times10^{-6}=8.4641\times10^{-8},\qquad\Delta g=2a_{\rm vp}=1.6928\times10^{-7}.$$

Relative to the Schwinger term $1.161410\times10^{-3}$ this is $7.288\times10^{-5}$, which by (5) is the average of $\hat\Pi$ with the normalized weight $2(1-x)$. For a slow electron the spin frequency exceeds the cyclotron frequency $\nu_c=eB/2\pi m$ by $a\nu_c$. At $B=1$ T, $\nu_c=27.99249$ GHz, the Schwinger term gives $32.511$ MHz, and the insertion adds $8.4641\times10^{-8}\times27.99249\ \text{GHz}=2.369$ kHz.

For a muon loop, $M/m=206.768$, integration of (5) with the loop mass $M$ gives $C=5.19739\times10^{-7}$, below the bound $m^2/45M^2=5.19780\times10^{-7}$ by about $8\times10^{-5}$ of the bound. Its contribution to the electron anomaly is $5.19739\times10^{-7}\times5.395490\times10^{-6}=2.804\times10^{-12}$.

## Calculated quantities

```
dimensionless unless a unit is given; Pi, rho in units alpha/pi
1/alpha = 137.035999178
alpha/pi = 2.322819464e-03
(alpha/pi)^2 = 5.395490263e-06
electron mass m = 0.51099895 MeV
Pi(-Q^2), Q^2 = 1 m^2: 0.06042954
Pi(-Q^2), Q^2 = 10 m^2: 0.35961177
rho(s = 8 m^2) = 0.29462783
K(0) = 0.50000000
K(s = 1 m^2): parameter 0.10459979, momentum 0.10459979
K(s = 4 m^2): parameter 0.04517744, momentum 0.04517744
K(s = 25 m^2): parameter 0.01075063, momentum 0.01075063
(1-x) Pi at x = 0.25: 0.00412992
(1-x) Pi at x = 0.5: 0.01583478
(1-x) Pi at x = 0.75: 0.03065269
(1-x) Pi at x = 0.9: 0.03155165
peak: x = 0.8439, height = 0.033252
peak: Q = 2.136 m = 1.091 MeV
share of C from s < 16 m^2 = 0.6295
residues at n = 0,-1,-2,-3: [1/12, -1/2, 1/4, 1/6]; double pole: 1/2
simple-pole sum = -13/72 = -0.1805555556
double-pole sum = -5/8 + pi**2/12 = 0.1974670334
first terms of S: 0.01388889, 0.00208333, 0.00055556
S (explicit sum) = 0.0169114779
J (quadrature) = -0.0169114779
-(1/3) int (1-x) ln(1-x) = 0.0833333333
119/36 = 3.3055555556, pi^2/3 = 3.2898681337
C symbolic = 119/36 - pi**2/3 = 0.0156874219
C dispersive = 0.0156874219
C spacelike = 0.0156874219
C momentum quadrature = 0.015687422
bound 1/45 = 0.02222222, C/(1/45) = 0.70593
Schwinger alpha/(2 pi) = 1.161409732e-03
a_vp = 8.464133e-08
a_vp / Schwinger = 7.28781e-05
Delta g = 2 a_vp = 1.692827e-07
cyclotron frequency at 1 T = 27.992490 GHz
Schwinger anomaly frequency at 1 T = 32.5108 MHz
shift from a_vp at 1 T = 2.3693 kHz
muon/electron mass ratio = 206.768283
muon loop: C = 5.19739e-07, m^2/(45 M^2) = 5.19780e-07
muon loop: a = 2.8042e-12
```
